**PAW forces in an atomic-orbital basis, separated by moving three sets of centres**

The program treats H₂ at 0.90 Å in restricted Hartree–Fock, with two s projectors per atom and smooth s Gaussians. The force is the sum of a Pulay part (basis centres $X$), a projector part (projector centres $Y$) and an explicit part (centres $R$ of nuclei and compensation charges). It asserts that each formula agrees with finite differences of the self-consistent energy when the corresponding centres alone are moved. It also asserts the Hamiltonian as the derivative of the energy with respect to the density matrix $\rho$, the metric force from the change of the overlap $S$, and the PAW norm against that of the reconstructed orbital. Energy and force are compared, within 0.15 eV and within 10% of the reference force, with an all-electron calculation in a tight s basis. The output gives 3.522, 0.642 and −0.182 eV/Å for the three parts, and 3.982 eV/Å in total. Adding displaced copies of the orbitals lowers the Pulay part to 0.036 eV/Å, while the projector part remains at 0.824 eV/Å. With unequal bases on the two atoms, the separate parts have nonzero sums over the atoms, but their total vanishes to rounding error.

## Numerical verification

```python
"""PAW in an atomic-orbital basis: Hamiltonian, overlap and forces, tested on H2.

Result under test: the force on an atom is the sum of
  Pulay part      -dE/dX  (X: centres of the smooth basis functions),
  projector part  -dE/dY  (Y: centres of the projectors, which carry the metric),
  explicit part   -dE/dR  (R: centres of nuclei and compensation charges),
each given by a closed formula and checked by moving only that set of centres.
Symbols: rho density matrix, P projections <p_i|basis>, D = P rho P^T,
dS, dT on-site overlap and kinetic corrections, dH on-site Hamiltonian correction,
Q compensation charge (in electrons). Restricted Hartree-Fock for two electrons:
exchange cancels half of the Hartree energy. Units: eV and angstrom.
"""
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.special import erf
from pyscf import gto, scf

KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20        # hbar^2/2m, eV A^2
COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10      # e^2/4 pi eps0, eV A
A0 = 2 * KIN / COUL                                  # Bohr radius, A
HARTREE = COUL / A0
RC = 0.35                                            # augmentation radius, A
GAMMA = 16 / RC**2                                   # compensation exponent, A^-2
BOND = 0.90

# ---------- atomic data: hydrogen 1s and 2s as all-electron partial waves ----------
nodes, node_weights = np.polynomial.legendre.leggauss(70)
t, wt = (nodes + 1) / 2, node_weights / 2
r = RC * t
vol = 4 * np.pi * r**2 * RC * wt
waves = [(Polynomial([1.0]) / np.sqrt(np.pi * A0**3), 1 / A0),
         (Polynomial([1.0, -0.5 / A0]) / np.sqrt(8 * np.pi * A0**3), 0.5 / A0)]


def value(wave, x):
    return wave[0](x) * np.exp(-wave[1] * x)


def derivative(wave):
    return wave[0].deriv() - wave[1] * wave[0], wave[1]


def smooth_wave(wave):
    """Even polynomial matching value, slope and curvature at RC."""
    target, current = [], wave
    for _ in range(3):
        target.append(value(current, RC))
        current = derivative(current)
    powers = [Polynomial([0.0] * (2 * j) + [1.0]) for j in range(3)]
    matrix = [[p.deriv(k)(RC) if k else p(RC) for p in powers] for k in range(3)]
    c = np.linalg.solve(np.array(matrix), np.array(target))
    return Polynomial([c[0], 0.0, c[1], 0.0, c[2]])


smooth = [smooth_wave(w) for w in waves]
phi = np.array([value(w, r) for w in waves])
phs = np.array([p(r) for p in smooth])
dphi = np.array([value(derivative(w), r) for w in waves])
dphs = np.array([p.deriv()(r) for p in smooth])
dS = (phi * vol) @ phi.T - (phs * vol) @ phs.T
dT = KIN * ((dphi * vol) @ dphi.T - (dphs * vol) @ dphs.T)
window = (1 - (r / RC)**2)**2
projector = np.linalg.solve((phs * window * vol) @ phs.T, phs * window)


def pair_true(x):
    f = np.array([value(w, x) for w in waves])
    return np.einsum('i...,j...->ij...', f, f)


def pair_smooth(x):
    f = np.array([p(x) for p in smooth])
    g = (GAMMA / np.pi)**1.5 * np.exp(-GAMMA * x**2)
    return np.einsum('i...,j...->ij...', f, f) + np.multiply.outer(dS, g)


def repulsion(density):
    """Coulomb integrals of spherical pair densities inside the sphere."""
    n = density(r).reshape(4, -1)
    inside = (density(np.outer(r, t)) * (4 * np.pi * t**2 * wt)).sum(-1)
    m = (n * vol / r) @ (inside.reshape(4, -1) * r**3).T
    return m + m.T


G = COUL / 4 * (repulsion(pair_true) - repulsion(pair_smooth))
A = dT - COUL * ((pair_true(r) * vol / r).sum(-1)
                 - (pair_smooth(r) * vol * erf(np.sqrt(GAMMA) * r) / r).sum(-1))


# ---------- integrals over s Gaussians with all centres on the z axis ----------
def kernel(eta, z):
    """Coulomb interaction of two unit Gaussians and its slope in z."""
    small = np.abs(z) < 1e-4
    zs = np.where(small, 1.0, z)
    f = erf(np.sqrt(eta) * zs) / zs
    top = 2 * np.sqrt(eta / np.pi)
    slope = (top * np.exp(-eta * zs**2) - f) / zs
    return (np.where(small, top * (1 - eta * z**2 / 3), f),
            np.where(small, -2 / 3 * top * eta * z, slope))


def project(radial, alpha, X, Y):
    """Integrals radial_i(|r-Y|) * basis(r-X), and their derivative in X."""
    z = (X[None, :] - Y[:, None])[..., None]
    a = alpha[None, :, None]
    x = 2 * a * r * z
    small = np.abs(x) < 1e-4
    xs = np.where(small, 1.0, x)
    s = np.where(small, 1 + x**2 / 6, np.sinh(xs) / xs)
    ds = np.where(small, x / 3, (np.cosh(xs) - np.sinh(xs) / xs) / xs)
    gauss = (2 * a / np.pi)**0.75 * np.exp(-a * (r**2 + z**2))
    weight = radial * vol
    return (np.einsum('anr,ir->ain', gauss * s, weight),
            np.einsum('anr,ir->ain', gauss * (2 * a * r * ds - 2 * a * z * s), weight))


def sandwich(left, middle, right):
    return np.einsum('aim,aij,ajn->amn', left, middle, right)


def setup(alpha, X, Y, R):
    p = alpha[:, None] + alpha[None, :]
    xi = alpha[:, None] * alpha[None, :] / p
    d = X[:, None] - X[None, :]
    s0 = (4 * xi / p)**0.75 * np.exp(-xi * d**2)
    kin = KIN * xi * (6 - 4 * xi * d**2) * s0
    ds0 = -2 * xi * d * s0
    dkin = KIN * xi * (-8 * xi * d * s0 + (6 - 4 * xi * d**2) * ds0)
    centre = (alpha[:, None] * X[:, None] + alpha[None, :] * X[None, :]) / p
    expo = np.concatenate([p.ravel(), [GAMMA, GAMMA]])
    place = np.concatenate([centre.ravel(), R])
    eta = expo[:, None] * expo[None, :] / (expo[:, None] + expo[None, :])
    k, dk = kernel(eta, place[:, None] - place[None, :])
    P, dP = project(projector, alpha, X, Y)
    metric = np.array([dS, dS])
    S = s0 + sandwich(P, metric, P).sum(0)
    return SimpleNamespace(s0=s0, kin=kin, ds0=ds0, dkin=dkin, k=k, dk=dk, P=P, dP=dP,
                           S=S, metric=metric, share=alpha[:, None] / p, n=len(alpha))


def evaluate(g, rho):
    """Total energy for any density matrix, and the derived Hamiltonian."""
    D = np.einsum('aim,mn,ajn->aij', g.P, rho, g.P)
    Q = (D * dS).sum((1, 2))
    charge = np.concatenate([(rho * g.s0).ravel(), Q])
    pot, nuc = g.k @ charge, g.k[:, -2:].sum(1)
    flat = D.reshape(2, 4)
    energy = ((rho * g.kin).sum() + COUL * (charge @ pot / 4 - charge @ nuc + g.k[-1, -2])
              + (D * A).sum() + ((flat @ G) * flat).sum())
    field = COUL * (pot / 2 - nuc)
    dH = A + 2 * (flat @ G).reshape(2, 2, 2) + dS * field[-2:, None, None]
    H = g.kin + g.s0 * field[:-2].reshape(g.n, g.n) + sandwich(g.P, dH, g.P).sum(0)
    return SimpleNamespace(E=energy, H=H, dH=dH, Q=Q, charge=charge, field=field, rho=rho)


def solve(alpha, X, Y, R):
    g = setup(alpha, X, Y, R)
    rho = np.zeros((g.n, g.n))
    for _ in range(60):
        eps, c = eigh(evaluate(g, rho).H, g.S)
        rho = 2 * np.outer(c[:, 0], c[:, 0])
    s = evaluate(g, rho)
    s.eps, s.c = eps[0], c[:, 0]
    assert np.abs(s.H @ s.c - s.eps * g.S @ s.c).max() < 1e-7
    return g, s


def force_parts(g, s, owner):
    """Rows: Pulay, projector-Hamiltonian, projector-metric, explicit; columns: atoms."""
    W = s.eps * s.rho
    PH = sandwich(g.dP, s.dH, g.P)
    PS = sandwich(g.dP, g.metric, g.P)
    n_slope, z_slope = g.dk @ s.charge, g.dk[:, -2:].sum(1)
    f_slope = COUL * (n_slope / 2 - z_slope)[:-2].reshape(g.n, g.n)
    dV = g.ds0 * s.field[:-2].reshape(g.n, g.n) + g.s0 * g.share * f_slope
    row = 2 * (s.rho * (g.dkin + dV + PH.sum(0)) - W * (g.ds0 + PS.sum(0))).sum(1)
    pulay = np.array([-row[owner == a].sum() for a in (0, 1)])
    explicit = -COUL * ((s.Q / 2 - 1) * n_slope[-2:] - (s.Q - 1) * z_slope[-2:])
    return np.array([pulay, 2 * (s.rho * PH).sum((1, 2)),
                     -2 * (W * PS).sum((1, 2)), explicit])


def minus_slope(function, h=1e-3):
    return -(8 * (function(h) - function(-h)) - function(2 * h) + function(-2 * h)) / (12 * h)


# ---------- H2 with four s Gaussians on each atom ----------
expo = np.array([0.4, 1.0, 2.5, 6.0])
sites = np.array([0.0, BOND])
first = np.array([1.0, 0.0])
alpha = np.tile(expo, 2)
owner = np.repeat([0, 1], 4)
X = sites[owner]
g, s = solve(alpha, X, sites, sites)
parts = force_parts(g, s, owner)
pulay, proj_h, proj_s, explicit = parts[:, 0]
total = parts[:, 0].sum()

# Hamiltonian formula against the derivative of the energy in a random direction
direction = np.random.default_rng(1).normal(size=(8, 8))
direction = direction + direction.T
numeric = (evaluate(g, s.rho + 0.01 * direction).E
           - evaluate(g, s.rho - 0.01 * direction).E) / 0.02
formula = (s.H * direction).sum()
assert abs(numeric - formula) < 1e-7 * (1 + np.abs(s.H * direction).sum())

# each force part against the self-consistent energy with one set of centres moved
fd_x = minus_slope(lambda h: solve(alpha, X + h * (owner == 0), sites, sites)[1].E)
fd_y = minus_slope(lambda h: solve(alpha, X, sites + h * first, sites)[1].E)
fd_r = minus_slope(lambda h: solve(alpha, X, sites, sites + h * first)[1].E)
fd_all = minus_slope(lambda h: solve(alpha, X + h * (owner == 0), sites + h * first,
                                     sites + h * first)[1].E)
for a, b in ((fd_x, pulay), (fd_y, proj_h + proj_s), (fd_r, explicit), (fd_all, total)):
    assert abs(a - b) < 2e-6, (a, b)

# metric piece against the change of the overlap matrix at fixed coefficients
fd_metric = -minus_slope(
    lambda h: 2 * s.eps * s.c @ setup(alpha, X, sites + h * first, sites).S @ s.c)
assert abs(fd_metric - proj_s) < 2e-6

# PAW norm against the norm of the explicitly reconstructed orbital
delta = phi - phs
L = project(delta, alpha, X, sites)[0] @ s.c
Pc = g.P @ s.c
bare_norm = s.c @ g.s0 @ s.c
true_norm = bare_norm + 2 * (Pc * L).sum() + np.einsum(
    'ai,ij,aj->', Pc, (delta * vol) @ delta.T, Pc)
paw_norm = s.c @ g.S @ s.c
assert abs(true_norm - paw_norm) < 0.05 * abs(paw_norm - bare_norm)


# all-electron reference with tight s Gaussians, and the smooth basis used without PAW
def all_electron(exponents):
    mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, BOND / A0)]], unit='Bohr',
                basis={'H': [[0, [float(x), 1.0]] for x in exponents]}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    energy = mf.kernel()
    assert mf.converged
    return energy * HARTREE, -mf.nuc_grad_method().kernel()[0, 2] * HARTREE / A0


ae_E, ae_F = all_electron(0.06 * 2.2**np.arange(13))
plain_E, plain_F = all_electron(expo * A0**2)
assert abs(s.E - ae_E) < 0.15 and abs(s.E - ae_E) < 0.25 * abs(plain_E - ae_E), (s.E, ae_E, plain_E)
assert abs(total - ae_F) < 0.10 * abs(ae_F), (total, ae_F)

# displaced copies of every orbital let the basis follow its own displacement
SHIFT = 0.10
alpha2 = np.tile(expo, 4)
owner2 = np.repeat([0, 1, 0, 1], 4)
X2 = sites[owner2] + np.repeat([0.0, 0.0, SHIFT, -SHIFT], 4)
g2, s2 = solve(alpha2, X2, sites, sites)
parts2 = force_parts(g2, s2, owner2)[:, 0]
fd_y2 = minus_slope(lambda h: solve(alpha2, X2, sites + h * first, sites)[1].E)
assert abs(fd_y2 - parts2[1] - parts2[2]) < 1e-5
assert s2.E < s.E and abs(parts2[0]) < 0.25 * abs(pulay), (parts2[0], pulay)

# unequal bases: only the total over all parts and atoms is translation invariant
keep = np.arange(8) != 7
g3, s3 = solve(alpha[keep], X[keep], sites, sites)
sums = force_parts(g3, s3, owner[keep]).sum(1)
assert abs(sums.sum()) < 1e-6 and np.abs(sums).max() > 1e-3

print(f"hbar^2/2m = {KIN:.5f} eV A^2; e^2/(4 pi eps0) = {COUL:.5f} eV A")
print(f"bond length = {BOND:.2f} A; augmentation radius = {RC:.2f} A")
print(f"compensation exponent = {GAMMA:.2f} A^-2")
print("basis exponents (A^-2):", *expo)
print(f"on-site overlap correction dS11, dS12, dS22 = {dS[0,0]:.6f}, {dS[0,1]:.6f}, {dS[1,1]:.6f}")
print(f"smooth norm of occupied orbital = {bare_norm:.6f}")
print(f"PAW norm = {paw_norm:.6f}; reconstructed norm = {true_norm:.6f}")
print(f"compensation charge per atom = {s.Q[0]:.6f} electrons")
print(f"occupied eigenvalue = {s.eps:.5f} eV")
print(f"PAW total energy = {s.E:.5f} eV")
print(f"all-electron energy, tight s basis = {ae_E:.5f} eV")
print(f"all-electron energy, smooth basis without PAW = {plain_E:.5f} eV")
print("Forces on the left atom, positive towards its partner:")
print(f"  Pulay part: formula {pulay:.6f}, finite difference {fd_x:.6f} eV/A")
print(f"  projector part, Hamiltonian piece = {proj_h:.6f} eV/A")
print(f"  projector part, metric piece: formula {proj_s:.6f}, finite difference {fd_metric:.6f} eV/A")
print(f"  projector part, sum: formula {proj_h+proj_s:.6f}, finite difference {fd_y:.6f} eV/A")
print(f"  explicit part: formula {explicit:.6f}, finite difference {fd_r:.6f} eV/A")
print(f"  total: formula {total:.6f}, finite difference {fd_all:.6f} eV/A")
print(f"  total in SI = {total*sc.e*1e10*1e9:.4f} nN")
print(f"  all-electron force, tight s basis = {ae_F:.6f} eV/A")
print(f"Basis with copies displaced by {SHIFT:.2f} A towards the partner:")
print(f"  total energy = {s2.E:.5f} eV")
print(f"  Pulay part = {parts2[0]:.6f} eV/A")
print(f"  projector part: formula {parts2[1]+parts2[2]:.6f}, finite difference {fd_y2:.6f} eV/A")
print(f"  explicit part = {parts2[3]:.6f} eV/A; total = {parts2.sum():.6f} eV/A")
print("Unequal bases (tightest Gaussian removed on the right atom), sums over both atoms:")
print(f"  Pulay {sums[0]:.6f}, projector {sums[1]+sums[2]:.6f}, explicit {sums[3]:.6f} eV/A")
print(f"  magnitude of the sum of all parts = {abs(sums.sum()):.1e} eV/A")
print("ALL CHECKS PASSED")
```

Output:

```
hbar^2/2m = 3.80998 eV A^2; e^2/(4 pi eps0) = 14.39965 eV A
bond length = 0.90 A; augmentation radius = 0.35 A
compensation exponent = 130.61 A^-2
basis exponents (A^-2): 0.4 1.0 2.5 6.0
on-site overlap correction dS11, dS12, dS22 = 0.007558, 0.002684, 0.000953
smooth norm of occupied orbital = 0.991722
PAW norm = 1.000000; reconstructed norm = 1.000000
compensation charge per atom = 0.008278 electrons
occupied eigenvalue = -14.97881 eV
PAW total energy = -30.24009 eV
all-electron energy, tight s basis = -30.31420 eV
all-electron energy, smooth basis without PAW = -29.82571 eV
Forces on the left atom, positive towards its partner:
  Pulay part: formula 3.522192, finite difference 3.522192 eV/A
  projector part, Hamiltonian piece = 0.725603 eV/A
  projector part, metric piece: formula -0.083697, finite difference -0.083697 eV/A
  projector part, sum: formula 0.641907, finite difference 0.641907 eV/A
  explicit part: formula -0.182313, finite difference -0.182313 eV/A
  total: formula 3.981785, finite difference 3.981785 eV/A
  total in SI = 6.3795 nN
  all-electron force, tight s basis = 4.009019 eV/A
Basis with copies displaced by 0.10 A towards the partner:
  total energy = -30.39275 eV
  Pulay part = 0.036298 eV/A
  projector part: formula 0.823967, finite difference 0.823967 eV/A
  explicit part = 3.074714 eV/A; total = 3.934978 eV/A
Unequal bases (tightest Gaussian removed on the right atom), sums over both atoms:
  Pulay -0.380335, projector 0.090753, explicit 0.289583 eV/A
  magnitude of the sum of all parts = 2.6e-15 eV/A
ALL CHECKS PASSED
```
